# Bias Drift in Layered Electro-Optic Modulators: From Capacitive to Resistive Voltage Division

A model modulator is set to quadrature with 2.464 V, and the voltage is then left alone. Its transmission starts at 0.50, reaches 0.76 after 100 s and settles at 0.92. If a feedback loop holds the transmission at 0.50 instead, the bias it must supply climbs from 2.464 V to 6.69 V. Meanwhile a fast signal on the same electrodes keeps its half-wave voltage of 4.93 V.

The reason is that the electro-optic film receives only part of the applied voltage. Capacitances fix that part at first, and conductivities fix it in the end.

## The stack and its two voltage divisions

The device is an electro-optic film between two buffer layers of one material, with electrodes outside. Let \(d_f\) be the film thickness and \(d_b\) the total buffer thickness. The absolute permittivities are \(\varepsilon_f,\varepsilon_b\) and the conductivities \(\sigma_f,\sigma_b\). The field is taken as one-dimensional, the layers as uniform and ohmic, the temperature as constant, and the electrodes as able to pass the small dc current.

Charge conservation makes the sum of conduction and displacement current the same in every layer:

\[
\sigma_iE_i+\varepsilon_i\frac{dE_i}{dt}=J(t),\qquad d_fE_f+d_bE_b=V .
\]

The two buffers obey the same equation from the same starting field, so they share one field \(E_b\), and only their total thickness matters.

Just after a voltage step on an uncharged stack, no free charge has had time to move. The displacement \(D=\varepsilon_iE_i\) is then common to all layers, and each voltage is \(Dd_i/\varepsilon_i\). In the steady state \(J=\sigma_iE_i\) is common, and each voltage is \(Jd_i/\sigma_i\). The film's share \(h=V_f/V\) therefore has the limits

\[
h_0=\frac{d_f/\varepsilon_f}{d_f/\varepsilon_f+d_b/\varepsilon_b},\qquad
h_\infty=\frac{d_f/\sigma_f}{d_f/\sigma_f+d_b/\sigma_b}.
\]

The example has a 600 nm film with relative permittivity 28 and conductivity \(2\times10^{-14}\) S/cm. The buffers total 2000 nm, with 3.9 and \(1\times10^{-15}\) S/cm. The common factor \(\varepsilon_0\) cancels in the first share:

\[
h_0=\frac{600/28}{600/28+2000/3.9}=\frac{21.4}{534.2}=0.0401,
\]
\[
h_\infty=\frac{3\times10^{16}}{3\times10^{16}+2\times10^{18}}=0.0148 .
\]

## What carries the share from one value to the other

Count the field as positive from the first electrode to the second. Gauss's law gives the free charge per area at the first buffer-film interface, and charge conservation gives its growth:

\[
q=\varepsilon_fE_f-\varepsilon_bE_b,\qquad \frac{dq}{dt}=\sigma_bE_b-\sigma_fE_f .
\]

The second interface carries \(-q\). Inside a uniform layer a charge density \(\rho\) obeys \(d\rho/dt=-(\sigma/\varepsilon)\rho\), so an interior that starts neutral stays neutral.

Put \(E_f=V_f/d_f\) and \(E_b=(V-V_f)/d_b\) into the expression for \(q\), and multiply by \(d_fd_b\):

\[
q\,d_fd_b=(\varepsilon_fd_b+\varepsilon_bd_f)V_f-\varepsilon_bd_fV .
\]

Since \(h_0=\varepsilon_bd_f/(\varepsilon_fd_b+\varepsilon_bd_f)\), this is

\[
V_f=h_0V+\frac{d_fd_b}{\varepsilon_fd_b+\varepsilon_bd_f}\,q .
\]

The first term is the capacitive division. All departure from it is due to interface charge.

Now differentiate the equation for \(q\,d_fd_b\), and insert the growth law in the same variables:

\[
(\varepsilon_fd_b+\varepsilon_bd_f)\dot V_f-\varepsilon_bd_f\dot V
=\sigma_bd_fV-(\sigma_fd_b+\sigma_bd_f)V_f .
\]

Divide by \(\varepsilon_fd_b+\varepsilon_bd_f\) and define

\[
\tau=\frac{\varepsilon_fd_b+\varepsilon_bd_f}{\sigma_fd_b+\sigma_bd_f},\qquad
\tau_f=\frac{\varepsilon_f}{\sigma_f},\qquad \tau_b=\frac{\varepsilon_b}{\sigma_b}.
\]

The coefficient of \(V\) becomes \(\sigma_bd_f/(\varepsilon_fd_b+\varepsilon_bd_f)=h_0/\tau_b\), so

\[
\dot V_f+\frac{V_f}{\tau}=h_0\left(\dot V+\frac{V}{\tau_b}\right).
\tag{1}
\]

After a step \(\dot V=0\), and the steady value is \(V_f=h_0(\tau/\tau_b)V\). It must equal \(h_\infty V\), hence

\[
\frac{h_\infty}{h_0}=\frac{\tau}{\tau_b},\qquad
V_f(t)=V\left[h_\infty+(h_0-h_\infty)e^{-t/\tau}\right].
\]

The time \(\tau\) is an average of \(\tau_f\) and \(\tau_b\) with weights \(\sigma_fd_b\) and \(\sigma_bd_f\), and so lies between them. If \(\tau_f<\tau_b\), the film loses voltage; if \(\tau_f>\tau_b\), it gains. If the two are equal there is no drift, even though both layers conduct. The cause is thus a mismatch of \(\varepsilon/\sigma\), and not leakage as such.

In the example \(\tau_f=124\) s and \(\tau_b=345\) s. The film initially carries more conduction current than the buffer delivers, so negative charge gathers at the first interface and positive charge at the second. Their field opposes the applied field in the film. The final charge is \(1.7\times10^{10}\) elementary charges per cm², the drift time is \(\tau=127\) s, and the share falls to \(127.2/345.3=0.368\) of its first value.

For buffers thick enough that \(\sigma_fd_b\gg\sigma_bd_f\) and \(\varepsilon_fd_b\gg\varepsilon_bd_f\), \(\tau\) tends to \(\tau_f\) and \(h_\infty/h_0\) to \(\tau_f/\tau_b=0.359\). The example is close to this limit, where further thickening hardly alters the relative drift. With no buffer, both shares are 1.

## From film voltage to operating point

The linear electro-optic effect changes \(1/n^2\) by \(r_{33}E_f\). Since \(\delta(1/n^2)=-2\,\delta n/n^3\), the index change has magnitude \(n^3r_{33}E_f/2\). Over length \(L\), with fraction \(\Gamma\) of the mode responding and vacuum wavelength \(\lambda_0\), the phase magnitude is

\[
\varphi=\frac{2\pi\Gamma L}{\lambda_0}\,\frac{n^3r_{33}V_f}{2d_f}=\pi\frac{V_f}{V_{f\pi}},\qquad
V_{f\pi}=\frac{\lambda_0d_f}{n^3r_{33}\Gamma L}.
\]

With 1550 nm, \(n=2.14\), \(r_{33}=30\) pm/V, \(\Gamma=0.8\) and \(L=2\) cm, \(V_{f\pi}=198\) mV. The applied half-wave voltage for fast signals is \(V_\pi=V_{f\pi}/h_0=4.93\) V, and quadrature needs half of it. One arm of the interferometer is driven and the intrinsic phase is taken as zero, so the transmission is \(T=(1+\cos\varphi)/2\).

| Time (s) | Phase, fixed bias (rad) | \(T\), fixed bias | Bias if locked (V) |
|---:|---:|---:|---:|
| 0 | 1.571 | 0.500 | 2.46 |
| 30 | 1.362 | 0.603 | 2.82 |
| 100 | 1.031 | 0.757 | 3.53 |
| 300 | 0.673 | 0.891 | 4.92 |
| 1000 | 0.579 | 0.918 | 6.46 |

## Why a locked bias takes longer to settle

The last column follows from (1) when feedback keeps \(V_f=h_0V_0\), where \(V_0\) is the initial bias. Then \(\dot V_f=0\), and dividing by \(h_0\) gives

\[
\dot V+\frac{V}{\tau_b}=\frac{V_0}{\tau},\qquad
V(t)=V_0\left[r+(1-r)e^{-t/\tau_b}\right],\quad r=\frac{h_0}{h_\infty}=2.71 .
\]

The time constant is now 345 s instead of 127 s. With the film field held, its conduction current is constant, and only the buffer field still has to relax. The initial fractional rates are equal and opposite: \(1/\tau-1/\tau_b=0.0050\) s⁻¹, downwards for the film voltage at fixed bias and upwards for the locked bias.

This gives a diagnostic. Within the model, the ratio of the fixed-bias time to the locked time must equal \(h_\infty/h_0\). A device that breaks this relation violates at least one assumption of the model: it may, for example, have another drift source, a third material, electrodes that block dc current, or layers that are not uniform and ohmic.

## Fast signals and stored charge

For a sinusoidal voltage of angular frequency \(\omega\), replace each time derivative in (1) by \(i\omega\):

\[
\frac{V_f}{V}=h_0\,\frac{i\omega+1/\tau_b}{i\omega+1/\tau}.
\]

The change between the two divisions lies around 0.46 to 1.25 mHz. At 1 kHz the response differs from \(h_0\) by about \(8\times10^{-7}\) of \(h_0\). The dc half-wave voltage, by contrast, is \(V_{f\pi}/h_\infty=13.4\) V. A half-wave voltage taken from a slow sweep therefore depends on the sweep time, and should be quoted with it.

If the bias is removed after full relaxation, the film voltage jumps by \(-h_0V_0\) from \(h_\infty V_0\), leaving \(-(h_0-h_\infty)V_0=-62\) mV. The phase is then \(-0.99\) rad at zero applied volts, and decays with \(\tau\). A short-circuited device is not a reset device until several \(\tau\) have passed.

## More than two materials

After a step, let the departures from the steady fields decay as \(\delta E_i\,e^{-\lambda t}\). The common current requires \((\sigma_i-\lambda\varepsilon_i)\,\delta E_i=\delta J\), and the fixed voltage requires \(\sum d_i\,\delta E_i=0\). Hence

\[
\sum_i\frac{d_i}{\sigma_i-\lambda\varepsilon_i}=0 .
\]

Every term rises with \(\lambda\). Between two neighbouring values of \(\sigma_i/\varepsilon_i\) the sum runs from \(-\infty\) to \(+\infty\), so there is one decay rate in each gap. Take layers of 1000, 600 and 800 nm, with relative permittivities 4, 28 and 7 and conductivities \(1\times10^{-15}\), \(2\times10^{-14}\) and \(3\times10^{-15}\) S/cm. Their own rates are 0.0028, 0.0081 and 0.0048 s⁻¹, and the drift rates are 0.0042 and 0.0078 s⁻¹. A drift with several exponentials thus does not by itself rule out this mechanism.

## How the model compares with real devices

The parameters are round values in the rough regime of a z-cut lithium niobate film between deposited silica buffers. The conductivities are the weak point: they vary by orders of magnitude with growth, processing and illumination. Both values here are high compared with good bulk lithium niobate in the dark and good thermal oxide. With this buffer the drift changes sign when the film conductivity falls below \(\sigma_b\varepsilon_f/\varepsilon_b=7.2\times10^{-15}\) S/cm, so neither the direction nor the two-minute time should be carried over to another device. Coplanar electrodes need a two-dimensional solution. For the facing electrodes assumed here, the stack thickness is 0.13 of the 20 µm electrode width, so fringing matters mainly near the electrode edges and little for a mode at the centre.

Temperature also moves the numbers strongly. With rough activation energies of 1.0 eV for the film and 0.8 eV for the buffer, going from 298 K to 358 K shortens \(\tau\) to 0.19 s and lowers \(h_\infty/h_0\) to 0.10. A temperature difference between the arms also shifts the phase directly: roughly 3.0 rad/K from a sudden pyroelectric change, which interface charge then screens with time \(\tau\), and 2.6 rad/K from the thermo-optic effect, which lasts as long as the difference.

Two corrections affect the end state. Field-assisted ionisation could raise the buffer conductivity, by an amount that depends strongly on the law assumed. If the conductivity follows the square root of Onsager's dissociation factor, the rise is a factor of about 1.2 at fixed bias and 1.5 at the field of the locked end point. The locked bias would then settle about a quarter lower, and not a third, because a lower bias also means a lower buffer field and a smaller factor. This is a mild law: Poole-Frenkel forms with the same permittivity give factors of about 2 and 4, and would lower the locked end point by more than half. The interface charge also has a finite depth; for an assumed \(10^{17}\) cm⁻³ of available charges, the voltage across these diffuse layers is about 12% of the final film voltage if the charge lies in the film, and about 32% if it lies in the buffers, whose permittivity is lower. Breakdown is remote: at 298 K the largest buffer field, 0.033 MV/cm, is under 1% of a rough 5 MV/cm, and a locked bias of 24 V, as estimated below for 358 K, would raise it to about 2%. If the electrodes block dc current, the film voltage in the end falls to zero, though the resistive division can first appear and last until the blocking layers have charged through the resistance of the stack. With insulating layers of relative permittivity 3.9 at both electrodes, this takes about four days for 1 nm, ten hours for 10 nm and an hour for 100 nm.

## What to do about it

- **Match \(\varepsilon/\sigma\).** With the other values fixed, a buffer conductivity of \(\sigma_f\varepsilon_b/\varepsilon_f=2.8\times10^{-15}\) S/cm removes this drift. The match must also survive changes of temperature and light. With the unequal activation energies above, a film matched at 298 K already drifts by more than a tenth of its first voltage when the temperature is 5 K away.
- **Give the loop enough range.** If the film loses voltage, as here, a locked supply must reach \(h_0/h_\infty\) times the initial bias, with the ratio taken at the temperature of use. In the ohmic model this is 6.7 V at 298 K, but about 24 V at 358 K with the activation energies above. In the same model, a 5 V supply at 298 K would run out soon after 300 s. Field-assisted ionisation would lower both end values, the one at 358 K more strongly.
- **Reset by one fast half-wave voltage.** At 300 s, a quick step of \(-4.93\) V takes the bias from 4.92 V to about zero and the phase from \(\pi/2\) to \(-\pi/2\). This is again quadrature, with opposite slope, so a loop that acts on the transmission must reverse its feedback sign at the same moment. The locked bias then drifts towards \(-6.7\) V, and a step of \(+4.93\) V can be made in turn. This suits links that tolerate a brief interruption and a signal inversion.
- **Keep dc off the electrodes.** Setting the operating point with a heater and driving with a zero-mean signal avoids the charge driven by a dc bias, at the cost of heater power and tighter thermal control. A change of heater setting can still cause a pyroelectric phase shift, which takes several \(\tau\) to be screened.

The full set of values is in the numerical output below.

## Table of computed values

```
film, total buffer thickness: 600, 2000 nm
relative permittivity film, buffer: 28.0, 3.9
conductivity film, buffer: 2.0e-14, 1.0e-15 S/cm
wavelength: 1550 nm; length: 2.0 cm
index: 2.14; r33: 30 pm/V; overlap: 0.8
capacitive share h0: 0.04011
resistive share hinf: 0.01478
hinf/h0: 0.3684; h0/hinf: 2.7141
dielectric times film, buffer: 124.0, 345.3 s
open-loop drift time tau: 127.2 s = 2.12 min
initial fractional drift rate: 0.00496 1/s
half-wave voltage on film: 0.1977 V
half-wave voltage applied, fast: 4.929 V
half-wave voltage applied, dc: 13.378 V
quadrature bias at start: 2.464 V
t=0 s: film 98.85 mV, phase 1.571 rad, T 0.500, locked bias 2.464 V
t=30 s: film 85.74 mV, phase 1.362 rad, T 0.603, locked bias 2.816 V
t=100 s: film 64.87 mV, phase 1.031 rad, T 0.757, locked bias 3.527 V
t=300 s: film 42.33 mV, phase 0.673 rad, T 0.891, locked bias 4.917 V
t=1000 s: film 36.44 mV, phase 0.579 rad, T 0.918, locked bias 6.455 V
final film voltage: 36.42 mV; phase: 0.579 rad
final transmission: 0.919
final locked bias: 6.689 V
film voltage after bias removal: -62.43 mV
phase after bias removal: -0.992 rad
final interface charge: 1.68e+10 e/cm2
response zero, pole: 0.461, 1.251 mHz
relative response change from h0 at 1 kHz: 7.9e-07
largest relative error, transient test: 6.7e-16
largest relative error, controller test: 4.6e-04
three-material layer rates: 0.00282, 0.00484, 0.00807 1/s
three-material drift rates: 0.00419, 0.00782 1/s
temperature of use, hot case: 298.15, 358.15 K
rough activation energy film, buffer: 1.0, 0.8 eV
hot case tau: 0.189 s; hinf/h0: 0.1011
rough pyroelectric coefficient: 8e-09 C/(cm2 K)
sudden pyroelectric phase between arms: 2.95 rad/K
rough thermo-optic coefficient: 4e-05 1/K
thermo-optic phase between arms: 2.59 rad/K
final buffer field open, locked: 0.0121, 0.0329 MV/cm
locked field / rough 5 MV/cm breakdown: 0.0066
ionisation conductivity factor open, locked: 1.17, 1.50
least reservoir density needed: 2.8e+14 1/cm3
assumed reservoir: 1e+17 1/cm3; Debye length: 19.9 nm
diffuse-layer voltage / final film voltage: 0.119
electrode width: 20 um; stack/width: 0.130
tunnel barrier: 3.0 eV; mass: 0.4 m_e; exponent: 11224
electrode capacitance: 6.63 pF
charging time through 50 ohm: 0.331 ns
```
